# Why linearized core-valence exchange fails, and by how much in sodium

**Question.** A pseudopotential calculation treats the valence electrons explicitly and hides the core in an ionic potential. If the exchange energy between core and valence is hidden there too, it has been made linear in the valence density. Why does this go wrong for spin-polarized atoms and for alkali atoms, and how large are the errors in the energy and pressure of sodium?

**Answer.**

## The mechanism

Local exchange depends on the total density at each point. Where core and valence electrons share a region, the exchange energy of the sum is not the sum of the exchange energies. The remainder is a core-valence term that depends nonlinearly on the valence density. An ionic potential \(w(\mathbf r)\) contributes \(\int w\,n_v\,d^3r\), which is linear in \(n_v\), so it can represent that term near one chosen valence density but not for all of them.

Nonlinearity alone therefore does no harm. In the atom for which the potential was made, energy and potential are right. The error appears when the valence charge or its spin polarization changes: when the atom is ionized, polarized, or placed in a solid.

Spin shows this most directly. The single 3s electron of sodium is fully polarized, but inside the core it moves among many paired electrons, and the relative polarization of the total density there is small. A functional that sees only the valence density finds complete polarization everywhere and assigns too large an exchange gain.

## The linearized functional

I use Hartree atomic units and the local spin density approximation for exchange. The core density \(n_c\) is unpolarized and rigid. An unpolarized density \(n\) has the exchange energy per volume

\[
e(n)=-C\,n^{4/3},\qquad C=\frac34\left(\frac3\pi\right)^{1/3},
\]

and the exchange potential \(v_x(n)=e'(n)=-\tfrac43C\,n^{1/3}\). The core-valence part is defined by

\[
e_{cv}(n_v)=e(n_c+n_v)-e(n_c)-e(n_v).
\]

Let \(n_0\) be the valence density of the unpolarized reference atom. Its valence electrons feel the electrostatic potential \(v_c\) of nucleus and core, their own Hartree potential \(v_H[n_0]\), and \(v_x(n_c+n_0)\). To obtain an ionic potential one subtracts what the valence electrons will later supply themselves, \(v_H[n_0]+v_x(n_0)\). What remains is \(v_c+w\), with

\[
w=v_x(n_c+n_0)-v_x(n_0)=\left.\frac{de_{cv}}{dn_v}\right|_{n_0}.
\]

Unscreening thus replaces \(e_{cv}\) by its tangent at \(n_0\):

\[
e_{cv}(n_v)\;\to\;e_{cv}(n_0)+w\,(n_v-n_0).
\]

The constant is chosen so that the two energies agree in the reference atom.

## The sign of the error

For an unpolarized valence density, the full energy density minus the linearized one is

\[
d(n_v)=e_{cv}(n_v)-e_{cv}(n_0)-w\,(n_v-n_0).
\]

Its sign follows from the curvature of \(e_{cv}\). Since \(e''(n)=-\tfrac{4C}{9}n^{-2/3}\),

\[
K(n_v)=\frac{d^2e_{cv}}{dn_v^2}=e''(n_c+n_v)-e''(n_v)
=\frac{4C}{9}\left[n_v^{-2/3}-(n_c+n_v)^{-2/3}\right].
\]

This is positive wherever \(n_c>0\), because a negative power decreases with its argument. A convex function lies on or above its tangent, so \(d\ge0\): the linearized energy is never above the full one.

The same holds with spin. Exchange acts between electrons of equal spin, which gives the scaling relation \(E_x[n_\uparrow,n_\downarrow]=\tfrac12\left(E_x[2n_\uparrow]+E_x[2n_\downarrow]\right)\). Each spin channel holds half the core, \(n_c/2\), and a valence density \(n_\sigma\). Doubling it gives \(n_c+2n_\sigma\), and the full energy density is

\[
\frac12\sum_\sigma e(n_c+2n_\sigma)
=e(n_c)+\frac12\sum_\sigma\left[e(2n_\sigma)+e_{cv}(2n_\sigma)\right].
\]

The linearized functional keeps \(e(n_c)\) and the terms \(e(2n_\sigma)\), and replaces the rest by the tangent. Because \(\tfrac12\sum_\sigma 2n_\sigma=n_v\), the tangent can be divided between the two channels, and the difference is

\[
\frac12\sum_\sigma\left[e_{cv}(2n_\sigma)-e_{cv}(n_0)-w\,(2n_\sigma-n_0)\right]
=\frac12\sum_\sigma d(2n_\sigma)\ge0 .
\]

The inequality survives self-consistency. Let \(\phi\) minimize the full energy among valence orbitals orthogonal to the frozen core. The linearized energy of \(\phi\) is no higher than its full energy, and the linearized minimum over the same set can only be lower still. The argument is for local exchange. It uses the growth of \(e''\) with density and, for the polarized case, the spin-scaling relation, which correlation does not obey.

## The size of the error

Remove a fraction \(q\) of the valence charge uniformly, so that \(n_v=(1-q)n_0\). A tangent error starts at second order, and to that order \(d=\tfrac12K(n_0)\,q^2n_0^2\). Now keep the charge but polarize it by a fraction \(m\). Then \(2n_\sigma=(1\pm m)n_0\), each channel departs from the reference by \(\pm m n_0\), and the average of the two errors is \(\tfrac12K(n_0)\,m^2n_0^2\). Both changes are governed by one coefficient:

\[
\Delta E\simeq\frac{q^2}{2}A\quad\text{or}\quad\frac{m^2}{2}A,\qquad
A=\int K(n_0)\,n_0^2\,d^3r .
\]

Here \(\Delta E\) is the full energy minus the linearized energy.

The integrand has two instructive limits. Where the core is dilute, \(n_c\ll n_0\), expansion of the second power in \(K\) gives

\[
(n_c+n_0)^{-2/3}\simeq n_0^{-2/3}-\tfrac23n_c\,n_0^{-5/3},
\qquad K n_0^2\simeq\frac{8C}{27}\,n_c\,n_0^{1/3},
\]

which vanishes with the core density. Where the core dominates, \(n_c\gg n_0\), the second power in \(K\) is negligible and

\[
K n_0^2\simeq\frac{4C}{9}\,n_0^{4/3}.
\]

This does not vanish, however dense the core is. The true exchange energy there is almost linear in the valence density, \(e(n_c+n_v)\simeq e(n_c)+v_x(n_c)\,n_v\). The linearized functional nevertheless keeps a separate term \(-Cn_v^{4/3}\), as if the valence electrons were alone, and its tangent compensates that term only near the reference. The error therefore arises wherever the core density is not small compared with the valence density, and not just where the two are comparable.

For complete polarization at fixed density \(n_0\), the linear term drops out of the spin energy, because it depends on the total valence density alone. With all valence charge in one channel, spin scaling gives \(\tfrac12E_x[2n_0]=\tfrac12\,2^{4/3}E_x[n_0]=2^{1/3}E_x[n_0]\), so that

\[
\Delta E_{\rm spin}^{\rm lin}=(2^{1/3}-1)\,E_x[n_0].
\]

The core has disappeared from this expression. The full result is

\[
\Delta E_{\rm spin}^{\rm full}=\int\left\{\tfrac12\left[e(n_c+2n_0)+e(n_c)\right]-e(n_c+n_0)\right\}d^3r .
\]

In a dense core its integrand tends to \(\tfrac12e''(n_c)\,n_0^2=-\tfrac{2C}{9}n_c^{-2/3}n_0^2\), which is suppressed by the core density.

## Sodium: the atom

The frozen core and the 3s density come from a self-consistent, nonrelativistic, unpolarized sodium atom with exchange only. The 3s orbital retains its nodes. A nodeless pseudo-orbital would change the valence density inside the core, and with it every error quoted below, but not the convexity argument. The numbers are therefore those of a frozen-core model, not of a particular pseudopotential.

The coefficient is \(A=4.97\) mHa. Of this, roughly 60% comes from places where \(n_c\) lies between one tenth of and ten times the valence density, about a third from places where the core is more than ten times denser, and the remaining few percent from places where the core is dilute. Overlap at comparable densities is the largest source, but a third of the effect comes from the core-dominated region.

At fixed density, \(E_x[n_0]=-73.22\) mHa, so the linearized spin energy is

\[
0.2599\times(-73.22)\ \text{mHa}=-19.03\ \text{mHa}.
\]

The full functional gives \(-15.61\) mHa. The linearized gain is too large by 3.42 mHa, or 22% of the full spin energy.

The quadratic estimate for \(m=1\) is \(A/2=2.48\) mHa, which is too small. The reason is that \(K\) is a convex function of \(n_v\): its second derivative is proportional to \(n_v^{-8/3}-(n_c+n_v)^{-8/3}>0\). The second derivative of the spin error density with respect to \(m\) is \(n_0^2\) times the average of \(K\) at \((1+m)n_0\) and \((1-m)n_0\), and for a convex function this average is at least \(K(n_0)\). The quadratic law describes small changes and is a lower bound for complete polarization.

When the 3s orbital is allowed to respond, the spin energies become \(-15.89\) mHa (full) and \(-19.59\) mHa (linearized). The error is 3.70 mHa (0.10 eV), or 23% of the full value.

Correlation reduces the absolute error of this spin energy. With local correlation added at the fixed densities, the spin energies are \(-6.84\) and \(-8.24\) mHa. The difference is 1.40 mHa, still 20% of the full value. The exchange-only figures in millihartree should therefore not be carried over to a calculation with correlation, although the relative error is similar in this case.

**Ionization.** For the bare ion \(n_v=0\), and the linearized energy is too low by 4.94 mHa. This must exceed \(A/2\). Since \(dK/dn_v=-\tfrac{8C}{27}\left[n_v^{-5/3}-(n_c+n_v)^{-5/3}\right]<0\), the second derivative of \(d\) with respect to \(q\), which is \(n_0^2\,K\) evaluated at \((1-q)n_0\), is at least \(n_0^2K(n_0)\) from \(q=0\) to \(q=1\). That the error comes out at about twice \(A/2\) is a computed result for this atom. The polarized neutral atom is too low by 3.70 mHa. The ionization energy is the ion's energy minus the atom's, so its error is

\[
-4.94-(-3.70)=-1.24\ \text{mHa}.
\]

It falls from 179.3 to 178.1 mHa. In this exchange-only model two larger errors partly cancel, so a small error in the ionization energy does not show that the linearization is accurate. The cancellation relies on the large exchange-only spin error. With correlation that error is much smaller (1.40 mHa at fixed density), and the same cancellation should not be expected. An all-electron calculation in a Gaussian basis, with a relaxed core, gives 178.8 mHa. Core relaxation and basis error together thus matter at about half the size of this remaining error.

**Is it a matter of being an alkali atom?** The derivation contains densities and no column of the periodic table. At fixed density, the linearized exchange spin energy is too large by 22% in sodium, 31% in potassium (with 3s and 3p in the core) and 10% in phosphorus (with three parallel 3p electrons). The relative error is larger in the two alkali atoms. In absolute terms phosphorus is worst, with \(91.64-83.10=8.54\) mHa. Three atoms do not establish a general trend.

## Sodium: the pressure in a metal

To see what happens to the stress, place the atom in a neutral Wigner-Seitz sphere of radius \(R\). The valence density is that of the lowest band state, unpolarized, \(n=\phi^2\), with one electron in the sphere. The value of \(\phi\) at the surface is free, and minimization then requires \(\phi'(R)=0\). The energy of this state is

\[
E(R)=4\pi\int_0^R r^2\left[\tfrac12\phi'^2+v_c n+\tfrac12v_H n+e_{\rm val}(n)\right]dr,
\]

up to a constant independent of \(R\). The valence exchange density is \(e_{\rm val}=e(n_c+n)-e(n_c)\) in the full model and \(e_{\rm val}=e(n)+w\,n\) in the linearized one.

Add multipliers for the constraints: \(-\varepsilon(\int n\,d^3r-1)\) for the norm and \(-2\sum_c\lambda_c\int\phi_c\phi\,d^3r\) for orthogonality to the core orbitals \(\phi_c\). At the stationary orbital, changes of \(\phi\) do not contribute to \(dE/dR\) in first order. What remains is the integrand at the moving surface. The Hartree energy is a double integral with two upper limits, so its factor \(\tfrac12\) is cancelled; the kinetic term vanishes because \(\phi'(R)=0\). Hence

\[
\frac{dE}{dR}=4\pi R^2\Big[n(v_c+v_H-\varepsilon)+e_{\rm val}-2\sum_c\lambda_c\phi_c\phi\Big]_{r=R}.
\]

The pressure is \(p=-dE/dV=-(dE/dR)/(4\pi R^2)\). If the core has no tail at \(R\), then \(v_c=-1/R\) and \(v_H=1/R\) cancel, \(w\) and \(\phi_c\) vanish, and both models give

\[
p=n(R)\left[\varepsilon+C\,n(R)^{1/3}\right].
\]

Without a core tail at \(R\), a difference in exchange inside the sphere thus affects the pressure only through the band energy \(\varepsilon\) and the surface density \(n(R)\). The numerical check uses the expression with the core tail. At \(R=4\) bohr it agrees with the derivative of the computed energy curve in both models: 0.03729 Ha/bohr (full) and 0.03874 Ha/bohr (linearized).

The additional kinetic energy of the other band states is represented by the mean kinetic energy of free electrons. One electron per sphere gives \(k_F=(9\pi/4)^{1/3}/R\), and the mean kinetic energy is

\[
\frac35\,\frac{k_F^2}{2}=\frac{3}{10}\left(\frac{9\pi}{4}\right)^{2/3}\frac1{R^2}.
\]

This term is the same in both models. It opposes compression and, together with \(E(R)\), fixes the equilibrium radius.

The full functional gives equilibrium at 3.918 bohr. There the linearized energy is too low by only 0.52 mHa, much less than in the polarized atom or the ion. But pressure depends on how the error changes with volume. Near this radius the linearized energy falls further below the full one on compression, so the pressure there is too low (here \(\Delta p\) is the linearized value minus the full one):

\[
\Delta p=-9.7\times10^{-6}\ \text{Ha/bohr}^3=-0.29\ \text{GPa}.
\]

Where the full model is in equilibrium, the linearized one is under tension. It contracts to 3.861 bohr. The radius changes by \(-0.057/3.918=-1.5\%\), and the volume by \((3.861/3.918)^3-1=-4.3\%\).

The cohesive energy is the energy of the polarized free atom minus that of the solid. It falls from 30.3 to 27.2 mHa, an error of \(-3.1\) mHa (\(-0.085\) eV), or 10% of the full value. The energy of the free atom is too low by 3.7 mHa; that of the solid at its own equilibrium is too low by about 0.6 mHa, which offsets part of the atom's error. The linearized model therefore makes the metal too small and at the same time too weakly bound. These are differences between two functionals within an exchange-only sphere model, not predictions for real sodium. The constant of the tangent is that of the free atom, integrated over all space, while the valence energy is cut at \(R\). A small part of the core density lies beyond \(R\), and a different treatment of this tail changes \(\Delta p\) and the contraction by several percent of their values.

## What removes the error

The error disappears if the core density stays inside the nonlinear functional and \(e(n_c+n_v)\) is evaluated for every new valence density. The ionic potential then no longer contains \(w\). This is the nonlinear core correction.

The sharp inner core is costly to represent on a uniform grid or in plane waves, so a smoother partial core \(\tilde n_c\) may be used, with the tangent kept for the rest. The curvature left out is then

\[
\tilde K=\frac{4C}{9}\left[(\tilde n_c+n_v)^{-2/3}-(n_c+n_v)^{-2/3}\right].
\]

Where \(\tilde n_c=n_c\) it vanishes. Where the true core is much denser than the partial one, the first term remains, but it is small if \(\tilde n_c\) is itself well above \(n_v\). The partial core need not follow the true core to the nucleus, but it must not be flattened at too large a radius.

For sodium, suppose the core density is held constant inside the outermost radius at which \(n_c=n_0\), which is 2.29 bohr. The fixed-density spin error falls from 3.42 to 0.92 mHa, leaving 27% of it. If the flattening begins only where \(n_c=10\,n_0\), at 1.73 bohr, 0.25 mHa remains, or 7%. The choice of this radius is a compromise between smoothness and the error that one is willing to keep.

## Calculated quantities

```
Na 3s eigenvalue, unpolarized atom: -0.07702 Ha
virial residue (2T+V)/T: 2.5e-12
valence exchange energy E_x[nv0]: -0.07322 Ha
quadratic coefficient A: 4.966 mHa
error / (q^2 A/2), charge removal q=0.01: 1.0035
error / (m^2 A/2), polarization m=0.1: 1.0017
share of A where nc > 10 nv: 34.8 %
share of A where 0.1 nv < nc < 10 nv: 60.4 %
share of A where nc < 0.1 nv: 4.7 %
Spin energy of Na at fixed density:
  full exchange: -15.609 mHa
  linearized exchange: -19.032 mHa
  linearized - full: -3.422 mHa
  full with correlation: -6.842 mHa
  linearized with correlation: -8.241 mHa
  core flattened where nc = 1 nv, r = 2.291 bohr:
    remaining error: -0.916 mHa
  core flattened where nc = 10 nv, r = 1.731 bohr:
    remaining error: -0.245 mHa
Self-consistent Na atom, frozen core:
  spin energy, full: -15.889 mHa
  spin energy, linearized: -19.592 mHa
  spin energy error: -3.703 mHa
  spin energy error: -0.1008 eV
  bare-ion energy error: -4.943 mHa
  ionization energy, full: 0.17933 Ha
  ionization energy, linearized: 0.17809 Ha
  ionization energy, Gaussian basis: 0.17878 Ha
Fixed-density spin energies (full, linearized, excess):
  Na: -15.61 mHa, -19.03 mHa, 21.9 %
  K: -12.04 mHa, -15.80 mHa, 31.2 %
  P: -83.10 mHa, -91.64 mHa, 10.3 %
Na sphere, dE/dR at R = 4 bohr (boundary, derivative):
  full: 0.037290, 0.037289 Ha/bohr
  linearized: 0.038740, 0.038739 Ha/bohr
equilibrium radius, full: 3.9183 bohr
equilibrium radius, linearized: 3.8614 bohr
energy error at full equilibrium: -0.5194 mHa
pressure error at full equilibrium: -9.707e-06 Ha/bohr^3
pressure error at full equilibrium: -0.2856 GPa
cohesive energy, full: 30.296 mHa
cohesive energy, linearized: 27.167 mHa
cohesive energy error: -0.0851 eV
```
